\section*{Strain-Renormalized Quadratic Landau Coefficients of a Cubic-Parent Ferroelectric Film}

The energy of a strained ferroelectric film can be written in terms of the polarization alone, once the stresses and free strains have been eliminated. The stress-free cubic crystal has a single quadratic coefficient. A film held by its substrate has two, one for the in-plane and one for the out-of-plane polarization. The unpolarized state is unstable if either is negative. If the transition on cooling is continuous, the first coefficient to reach zero shows whether the polarization appears in the plane or along the normal; if both reach zero together, as at zero misfit, the quartic terms decide. The theorem below supplies both from bulk constants and the misfit strain.

\section{Setting and statement}

The film lies on a thick (001) substrate, with the cube axes 1 and 2 in the plane and 3 along the normal. The treatment is mean field, under these assumptions.
\begin{itemize}
\item The film is one uniform domain. Gradient and surface energies are left out.
\item The macroscopic electric field vanishes at equilibrium, as with ideal short-circuited electrodes.
\item Elasticity is linear, and the spontaneous strain is quadratic in the polarization.
\item The substrate fixes the in-plane strains, and the upper surface is free:
\begin{equation}
S_1=S_2=S_m,\quad S_6=0,\qquad \sigma_3=\sigma_4=\sigma_5=0. \label{bc}
\end{equation}
\end{itemize}
Strains are measured from the stress-free, unpolarized cubic cell at the same temperature. If its edge is $a_0$ and the substrate imposes the edge $b$, then $S_m=(b-a_0)/a_0$, which is negative for compression. Tensile stress is positive. Voigt notation is used with engineering shear, so $S_6=2\varepsilon_{12}$.

The stress-free crystal has the energy per volume
\begin{equation}
\begin{aligned}
L={}&a_1(P_1^2+P_2^2+P_3^2)+a_{11}(P_1^4+P_2^4+P_3^4)\\
&+a_{12}(P_1^2P_2^2+P_2^2P_3^2+P_1^2P_3^2).
\end{aligned}
\end{equation}
At small polarization the field is $E=2a_1P$, so the susceptibility $dP/dE$ is $1/(2a_1)$. Equating it to the Curie--Weiss form $\varepsilon_0C/(T-\theta)$ gives
\begin{equation}
a_1=\frac{T-\theta}{2\varepsilon_0C}. \label{cw}
\end{equation}
The factor 2 belongs to the convention $a_1P^2$; an energy written as $\tfrac12\alpha P^2$ has $\alpha=2a_1$.

At zero stress, polarization produces the spontaneous strain $e$, with
\begin{equation}
\begin{aligned}
e_1&=Q_{11}P_1^2+Q_{12}(P_2^2+P_3^2),\\
e_2&=Q_{11}P_2^2+Q_{12}(P_1^2+P_3^2),\\
e_3&=Q_{11}P_3^2+Q_{12}(P_1^2+P_2^2),\\
e_6&=Q_{44}P_1P_2,
\end{aligned} \label{e}
\end{equation}
and $e_4$, $e_5$ formed like $e_6$. The compliances are $s_{11}$, $s_{12}$ and $s_{44}$. Elastic stability requires $s_{11}-s_{12}>0$, $s_{11}+2s_{12}>0$ and $s_{44}>0$. Hence
\begin{equation}
s_{11}+s_{12}=\tfrac13\left[2(s_{11}+2s_{12})+(s_{11}-s_{12})\right]>0.
\end{equation}

\paragraph{Theorem.} Under these assumptions the film energy per volume is
\begin{equation}
F=\frac{S_m^2}{s_{11}+s_{12}}+a_1^*(P_1^2+P_2^2)+a_3^*P_3^2+F_4, \label{F}
\end{equation}
where $F_4$ is quartic in $P$ and independent of $S_m$, and
\begin{align}
a_1^*&=a_1-\frac{Q_{11}+Q_{12}}{s_{11}+s_{12}}\,S_m, \label{a1}\\
a_3^*&=a_1-\frac{2Q_{12}}{s_{11}+s_{12}}\,S_m. \label{a3}
\end{align}

\section{Proof}

\paragraph{Lemma 1 (the potential).} Let $G(P,\sigma)=L-\tfrac12\sigma\cdot s\sigma-\sigma\cdot e$. Under the conditions \eqref{bc} the energy to be minimized at zero field is
\begin{equation}
F=G+S_1\sigma_1+S_2\sigma_2+S_6\sigma_6. \label{leg}
\end{equation}

\emph{Proof.} Differentiating $G$ with respect to stress gives the strain,
\begin{equation}
S=-\frac{\partial G}{\partial\sigma}=s\sigma+e, \label{hooke}
\end{equation}
and differentiating with respect to polarization gives the field. Thus $dG=E\cdot dP-S\cdot d\sigma$. In $dF$ the terms $-S_i\,d\sigma_i$ with $i=1,2,6$ cancel, which leaves
\begin{equation}
dF=E\cdot dP+\sum_{i=1,2,6}\sigma_i\,dS_i-\sum_{i=3,4,5}S_i\,d\sigma_i .
\end{equation}
Both sums vanish for a film whose substrate strains and free-surface stresses are held. Therefore $\partial F/\partial P_i=E_i$, and zero field means a stationary $F$.

It remains to see that a minimum is required. With all strains as variables, the energy is $A=L+\tfrac12(S-e)\cdot c(S-e)$, where $c=s^{-1}$ is positive definite. Its derivative with respect to a strain is the conjugate stress. Minimizing $A$ over the free strains $S_3,S_4,S_5$ thus imposes $\sigma_3=\sigma_4=\sigma_5=0$. Since $A=G+\sum_iS_i\sigma_i$ over all six components, its minimum equals \eqref{leg}. The remaining minimization is over $P$. \hfill$\square$

\paragraph{Lemma 2 (the stresses).} The in-plane stresses satisfy
\begin{align}
\sigma_1+\sigma_2&=\frac{2S_m-e_1-e_2}{s_{11}+s_{12}}, \label{sum}\\
\sigma_1-\sigma_2&=-\frac{e_1-e_2}{s_{11}-s_{12}},\qquad
\sigma_6=-\frac{e_6}{s_{44}}. \label{dif}
\end{align}

\emph{Proof.} Because $\sigma_3=0$, the relevant rows of \eqref{hooke} are
\begin{equation}
\begin{aligned}
S_m&=s_{11}\sigma_1+s_{12}\sigma_2+e_1,\\
S_m&=s_{12}\sigma_1+s_{11}\sigma_2+e_2,\\
0&=s_{44}\sigma_6+e_6.
\end{aligned}
\end{equation}
Adding the first two rows gives $2S_m=(s_{11}+s_{12})(\sigma_1+\sigma_2)+e_1+e_2$. Subtracting them gives $0=(s_{11}-s_{12})(\sigma_1-\sigma_2)+e_1-e_2$. The results follow by division, which stability permits. \hfill$\square$

\paragraph{Lemma 3 (elimination of stress).} The film energy is
\begin{equation}
F=L+\frac{(2S_m-e_1-e_2)^2}{4(s_{11}+s_{12})}
+\frac{(e_1-e_2)^2}{4(s_{11}-s_{12})}+\frac{e_6^2}{2s_{44}}. \label{elim}
\end{equation}

\emph{Proof.} The stresses outside the set 1, 2, 6 vanish, so the terms added in \eqref{leg} equal $\sigma\cdot S=\sigma\cdot s\sigma+\sigma\cdot e$. The products $\sigma\cdot e$ cancel:
\begin{equation}
\begin{aligned}
F&=L-\tfrac12\sigma\cdot s\sigma-\sigma\cdot e+\sigma\cdot s\sigma+\sigma\cdot e\\
&=L+\tfrac12\sigma\cdot s\sigma\\
&=L+\tfrac12s_{11}(\sigma_1^2+\sigma_2^2)+s_{12}\sigma_1\sigma_2+\tfrac12s_{44}\sigma_6^2 .
\end{aligned}
\end{equation}
Put $\Sigma=\sigma_1+\sigma_2$ and $\Delta=\sigma_1-\sigma_2$. Then $\sigma_1^2+\sigma_2^2=(\Sigma^2+\Delta^2)/2$ and $\sigma_1\sigma_2=(\Sigma^2-\Delta^2)/4$, and the normal-stress terms become
\begin{equation}
\tfrac14(s_{11}+s_{12})\Sigma^2+\tfrac14(s_{11}-s_{12})\Delta^2 .
\end{equation}
Inserting Lemma 2 cancels one power of each compliance and gives \eqref{elim}. \hfill$\square$

\paragraph{Proof of the theorem.} From \eqref{e},
\begin{equation}
X\equiv e_1+e_2=(Q_{11}+Q_{12})(P_1^2+P_2^2)+2Q_{12}P_3^2. \label{X}
\end{equation}
An in-plane component strains one in-plane axis through $Q_{11}$ and the other through $Q_{12}$. The normal component acts on both through $Q_{12}$, hence the factor 2. Expanding the first square in \eqref{elim},
\begin{equation}
\frac{(2S_m-X)^2}{4(s_{11}+s_{12})}
=\frac{S_m^2}{s_{11}+s_{12}}-\frac{S_mX}{s_{11}+s_{12}}+\frac{X^2}{4(s_{11}+s_{12})}. \label{sq}
\end{equation}
The first term is the constant in \eqref{F}. The second is quadratic in $P$; added to the quadratic part of $L$, it gives \eqref{a1} and \eqref{a3}. The third term, $(e_1-e_2)^2$ and $e_6^2$ are quartic and do not contain $S_m$. \hfill$\square$

\paragraph{Remark (why the transform matters).} Suppose the stresses were inserted into $G$ itself. By \eqref{leg} and \eqref{sum},
\begin{equation}
G=F-S_m(\sigma_1+\sigma_2)=F-\frac{2S_m^2}{s_{11}+s_{12}}+\frac{S_mX}{s_{11}+s_{12}} .
\end{equation}
The last term cancels the second term of \eqref{sq}, and the quadratic coefficient returns to the bulk $a_1$ at every misfit. Correct stresses in the wrong potential therefore remove the very effect sought.

\section{Physical meaning and a different boundary condition}

For $P=0$, Lemma 2 gives equal in-plane stresses
\begin{equation}
\sigma_0=\frac{S_m}{s_{11}+s_{12}}. \label{s0}
\end{equation}
The quadratic shifts are $-\sigma_0(Q_{11}+Q_{12})$ and $-2\sigma_0Q_{12}$, which together form the coupling $-\sigma_0(e_1+e_2)$. Polarization is favoured if its spontaneous strain yields to the stress already present. The polarization also changes that stress, by an amount quadratic in $P$. The work of this change on the spontaneous strain, which is quadratic too, is quartic and so leaves the quadratic coefficients alone.

The difference of the coefficients,
\begin{equation}
a_1^*-a_3^*=-\frac{Q_{11}-Q_{12}}{s_{11}+s_{12}}\,S_m, \label{diff}
\end{equation}
gives the order of the instabilities. If $Q_{11}>Q_{12}$, compression makes $a_3^*$ the lower coefficient and tension makes $a_1^*$ the lower one. Whether the lower coefficient also lies below the bulk value is a separate question. Under compression this needs $Q_{12}<0$; under tension it needs $Q_{11}+Q_{12}>0$.

The free surface is essential. Suppose instead that a rigid cover imposes $S_3=0$. The part of $A$ linear in $e$ is $-e\cdot cS$, so the quadratic shift is again minus the unpolarized stress times $e$, but now $\sigma_3\ne0$. With $\sigma_1=\sigma_2=\sigma_\parallel$, the condition $0=2s_{12}\sigma_\parallel+s_{11}\sigma_3$ gives $\sigma_3=-2s_{12}\sigma_\parallel/s_{11}$. The coefficient of $P_3^2$ shifts by
\begin{equation}
-(2Q_{12}\sigma_\parallel+Q_{11}\sigma_3)
=-\frac{2\sigma_\parallel}{s_{11}}\,(Q_{12}s_{11}-Q_{11}s_{12}). \label{clamp}
\end{equation}
The in-plane row $S_m=(s_{11}+s_{12})\sigma_\parallel+s_{12}\sigma_3$ becomes
\begin{equation}
S_m=\frac{(s_{11}-s_{12})(s_{11}+2s_{12})}{s_{11}}\,\sigma_\parallel,
\end{equation}
so $\sigma_\parallel$ has the sign of $S_m$. The bracket in \eqref{clamp} can have the opposite sign to $Q_{12}$, and the cover can then reverse the effect of misfit on $P_3$.

\section{Quartic terms and transition temperatures}

A zero of a quadratic coefficient marks an instability. Whether it is also a continuous transition depends on
\begin{equation}
F_4=a_{11}^*(P_1^4+P_2^4)+a_{33}^*P_3^4+a_{12}^*P_1^2P_2^2+a_{13}^*(P_1^2+P_2^2)P_3^2. \label{F4}
\end{equation}
Write $s_\pm=s_{11}\pm s_{12}$ and $Q_\pm=Q_{11}\pm Q_{12}$. Since $e_1-e_2=Q_-(P_1^2-P_2^2)$, the quartic terms added to $L$ are
\begin{equation}
\begin{aligned}
&\frac{[Q_+(P_1^2+P_2^2)+2Q_{12}P_3^2]^2}{4s_+}\\
&\quad+\frac{Q_-^2(P_1^2-P_2^2)^2}{4s_-}+\frac{Q_{44}^2P_1^2P_2^2}{2s_{44}} .
\end{aligned}
\end{equation}
Collecting equal powers gives
\begin{equation}
\begin{aligned}
a_{11}^*&=a_{11}+\frac{Q_+^2}{4s_+}+\frac{Q_-^2}{4s_-},&
a_{33}^*&=a_{11}+\frac{Q_{12}^2}{s_+},\\
a_{12}^*&=a_{12}+\frac{Q_+^2}{2s_+}-\frac{Q_-^2}{2s_-}+\frac{Q_{44}^2}{2s_{44}},&
a_{13}^*&=a_{12}+\frac{Q_{12}Q_+}{s_+}.
\end{aligned}
\end{equation}
In general these coefficients differ from the bulk values even at $S_m=0$, because a held film cannot freely adopt its spontaneous strain.

\paragraph{Corollary.} Let $S_m$ and all material constants except $a_1$ be independent of temperature. The in-plane and out-of-plane instabilities of the unpolarized film lie at
\begin{align}
T_1&=\theta+2\varepsilon_0C\,\frac{Q_{11}+Q_{12}}{s_{11}+s_{12}}\,S_m, \label{T1}\\
T_3&=\theta+4\varepsilon_0C\,\frac{Q_{12}}{s_{11}+s_{12}}\,S_m. \label{T3}
\end{align}
If $F_4>0$ for every $P\ne0$, the higher temperature is that of a continuous transition.

\emph{Proof.} Insert \eqref{cw} into \eqref{a1} and \eqref{a3}, set each to zero and solve for $T$. At or above the higher temperature both quadratic coefficients are nonnegative, so $P=0$ is the absolute minimum. Just below it, let $-\eta$ be the lowest quadratic coefficient and $v>0$ the smallest value of $F_4$ at unit $|P|$. Then
\begin{equation}
F(P)-F(0)\ge-\eta|P|^2+v|P|^4 .
\end{equation}
A minimum cannot lie above $F(0)$, so it obeys $|P|^2\le\eta/v$, which tends to zero with $\eta$. The unpolarized state is unstable there, so a nonzero polarization grows continuously. \hfill$\square$

The lower temperature is not in general a second transition, because polarization is already present. With $P_3\ne0$, for example, the coefficient of a small in-plane component is $a_1^*+a_{13}^*P_3^2$. If thermal expansion changes $S_m$, \eqref{T1} and \eqref{T3} become implicit equations for temperature.

\section{Worked example}

Take round model parameters, attached to no material: $s_{11}=8.0$, $s_{12}=-2.5$ and $s_{44}=9.0$ in $10^{-12}\,\mathrm{Pa^{-1}}$; $Q_{11}=0.10$, $Q_{12}=-0.03$ and $Q_{44}=0.06$ in $\mathrm{m^4/C^2}$; $a_{11}=1.00$ and $a_{12}=3.00$ in $10^8\,\mathrm{J\,m^5/C^4}$; $\theta=400$~K and $C=1.5\times10^5$~K. At 500~K, $a_1=3.76\times10^7\,\mathrm{J\,m/C^2}$, and the stress-free crystal is unpolarized.

The film's quartic coefficients are $a_{11}^*=7.25$, $a_{33}^*=2.64$, $a_{12}^*=1.41$ and $a_{13}^*=-0.82$, in $10^8\,\mathrm{J\,m^5/C^4}$. For given $u=P_1^2+P_2^2$, the in-plane quartic energy is $a_{11}^*u^2+(a_{12}^*-2a_{11}^*)P_1^2P_2^2$. The bracket is negative, so equal components are best. With $w=P_3^2$, the energy to minimize is
\begin{equation}
a_1^*u+a_3^*w+Bu^2+a_{13}^*uw+a_{33}^*w^2,\quad B=\frac{2a_{11}^*+a_{12}^*}{4}. \label{uw}
\end{equation}
Here $B=3.98\times10^8\,\mathrm{J\,m^5/C^4}$ and $4Ba_{33}^*>(a_{13}^*)^2$. The quadratic form in $u,w$ is therefore positive, which makes the transition continuous, and \eqref{uw} is convex. A point from which no permitted small change of $u$ or $w$ lowers the energy is then its global minimum.

\paragraph{Compression, $S_m=-0.5\,\%$.} The unpolarized stress is $\sigma_0=-0.005/(5.5\times10^{-12})\,\mathrm{Pa}=-0.909$~GPa. The out-of-plane coefficient shifts by $-2(-0.909\times10^9)(-0.03)=-5.45\times10^7\,\mathrm{J\,m/C^2}$, and the in-plane one by $+6.36\times10^7\,\mathrm{J\,m/C^2}$. Thus $a_3^*=-1.69\times10^7$ and $a_1^*=10.13\times10^7\,\mathrm{J\,m/C^2}$. The instability temperatures are $T_3=545$~K and $T_1=231$~K, so at 500~K the film is polarized along its normal:
\begin{equation}
|P_3|=\sqrt{\frac{-a_3^*}{2a_{33}^*}}
=\sqrt{\frac{1.69\times10^7}{2(2.64\times10^8)}}\;\mathrm{\frac{C}{m^2}}
=0.179\,\mathrm{C/m^2}.
\end{equation}
The slope against adding $u$, $a_1^*+a_{13}^*P_3^2$, is positive, so this is the global minimum among uniform states. Polarization relaxes the stress to $-0.734$~GPa and raises $S_3$ from $0.45\,\%$ to $0.69\,\%$.

\paragraph{Tension, $S_m=+0.5\,\%$.} Both shifts change sign. Now $a_1^*=-2.60\times10^7$ and $a_3^*=9.22\times10^7\,\mathrm{J\,m/C^2}$, with $T_1=569$~K and $T_3=255$~K. Minimizing \eqref{uw} at $w=0$ gives $u=-a_1^*/(2B)$, hence
\begin{equation}
|P_1|=|P_2|=\sqrt{\frac{-a_1^*}{2a_{11}^*+a_{12}^*}}=0.128\,\mathrm{C/m^2}.
\end{equation}
The slope against adding $w$, $a_3^*+a_{13}^*u$, is positive. Among uniform states the polarization lies along an in-plane diagonal, a choice made by the quartic terms, since the quadratic ones depend only on $u$. The last section shows that a domain pattern can lie lower.

The normal strain hardly responds: $-0.455\,\%$ without polarization and $-0.449\,\%$ with it. From $S_3=s_{12}(\sigma_1+\sigma_2)+e_3$ and \eqref{sum}, its change is
\begin{equation}
\left[Q_{12}-\frac{s_{12}(Q_{11}+Q_{12})}{s_{11}+s_{12}}\right]u .
\end{equation}
Electrostriction contracts the normal axis, while relief of the tensile stress expands it; for these parameters the two nearly cancel. The bracket equals $(Q_{12}s_{11}-Q_{11}s_{12})/(s_{11}+s_{12})$, so its size and sign depend on the material. Where it is small, a small change of out-of-plane lattice parameter does not show that in-plane polarization is absent.

A direct numerical minimization over polarization and free strains together reproduces both states, as the numerical output shows.

The rigid cover of \eqref{clamp} would change the compressed case qualitatively. In units of $10^{-12}\,\mathrm{m^4\,C^{-2}\,Pa^{-1}}$, $Q_{12}s_{11}=-0.24$ and $Q_{11}s_{12}=-0.25$. The bracket is positive but small. With $\sigma_\parallel=-1.27$~GPa, compression would raise the coefficient of $P_3^2$ by $0.32\times10^7\,\mathrm{J\,m/C^2}$, where the free surface lowers it by $5.45\times10^7\,\mathrm{J\,m/C^2}$. The cover thus nearly removes the effect. The sign of the remainder rests on a near cancellation and can differ for other constants.

\section{Where the result fails}

If dislocations relax part of the misfit, $S_m$ must be the strain that remains. If the film splits into domains, the strains need match the substrate only on average, and the uniform energy \eqref{F} no longer decides the stable state. The tensile example is such a case. Take equal volumes polarized along axes 1 and 2, with walls on (110) planes. Then $e_1-e_2$ and $e_6$ vanish on average, and with wall and interface energies neglected the energy is $a_1^*u+[a_{11}+Q_+^2/(4s_+)]u^2$. Its quartic coefficient, $3.23\times10^8\,\mathrm{J\,m^5/C^4}$, is below $B$, so the gain is $0.52\,\mathrm{MJ/m^3}$ against $0.42\,\mathrm{MJ/m^3}$ for the uniform diagonal state. Only in a film thin enough for the neglected energies to outweigh this difference does the uniform state remain lower.

The energy $L$ stops at fourth order. Crystals whose bulk transition is first order, such as BaTiO$_3$ and PbTiO$_3$, have $a_{11}<0$ and need sixth-order terms. These carry over into $F$ unchanged and leave \eqref{a1} and \eqref{a3} alone, but they alter the size of the polarization.

The electrical condition matters more still for $P_3$. In a uniform film without screening charge, the normal field is $E_3=-P_3/\varepsilon_0$, which adds $P_3^2/(2\varepsilon_0)$ to the energy. By \eqref{cw}, the coefficient becomes
\begin{equation}
a_3^*+\frac{1}{2\varepsilon_0}
=\frac{T-\theta+C}{2\varepsilon_0C}-\frac{2Q_{12}S_m}{s_{11}+s_{12}} .
\end{equation}
Formally, the instability temperature falls by $C$, here $1.5\times10^5$~K, against a strain-induced rise of 145~K. If a background permittivity $\varepsilon_b$ is separated from the ferroelectric polarization, the added term is $P_3^2/(2\varepsilon_0\varepsilon_b)$ and the fall is $C/\varepsilon_b$, still $1.5\times10^4$~K for $\varepsilon_b=10$. Uniform normal polarization is then suppressed in this model. The coefficient \eqref{a3} thus describes films whose surface charge is compensated; imperfect screening needs its own electrostatic term.

\section*{Numbers as computed}
\begin{verbatim}
s11, s12, s44 (1e-12 1/Pa): 8.0 -2.5 9.0
Q11, Q12, Q44 (m^4/C^2): 0.10 -0.03 0.06
a11, a12 (1e8 J m^5/C^4): 1.00 3.00
theta, Curie constant, T (K): 400.0 150000.0 500.0
s11 + s12 (1e-12 1/Pa): 5.50
bulk a1 at T (1e7 J m/C^2): 3.7647
film a11*, a33* (1e8 J m^5/C^4): 7.2511 2.6364
film a12*, a13* (1e8 J m^5/C^4): 1.4069 -0.8182
lowest sampled quartic value, unit P (1e8 J m^5/C^4): 1.388
--- misfit strain (percent): -0.50
unpolarized in-plane stress (GPa): -0.9091
shift of a1*, a3* (1e7 J m/C^2): 6.3636 -5.4545
a1*, a3* (1e7 J m/C^2): 10.1283 -1.6898
in-plane, out-of-plane instability T1, T3 (K): 230.97 544.89
derived |P1|, |P2|, |P3| (C/m^2): 0.0000 0.0000 0.1790
minimized |P1|, |P2|, |P3| (C/m^2): 0.0000 0.0000 0.1790
in-plane stress with polarization (GPa): -0.7343
S3 without polarization (percent): 0.4545
S3 with polarization (percent): 0.6876
energy gain from polarization (MJ/m^3): 0.2708
--- misfit strain (percent): +0.50
unpolarized in-plane stress (GPa): 0.9091
shift of a1*, a3* (1e7 J m/C^2): -6.3636 5.4545
a1*, a3* (1e7 J m/C^2): -2.5989 9.2192
in-plane, out-of-plane instability T1, T3 (K): 569.03 255.11
derived |P1|, |P2|, |P3| (C/m^2): 0.1278 0.1278 0.0000
minimized |P1|, |P2|, |P3| (C/m^2): 0.1278 0.1278 0.0000
in-plane stress with polarization (GPa): 0.7012
S3 without polarization (percent): -0.4545
S3 with polarization (percent): -0.4486
energy gain from polarization (MJ/m^3): 0.4246
largest coefficient error / 1e8 J m/C^2: 1.3e-14
\end{verbatim}
